Floquet current with single Fermi functions and the generalized-parity zero

**Three orbitals**

Take one orbital l on the left of a junction and two orbitals, r₁ and r₂, on the right. During one cycle a drive moves the electrons by the permutation

l → r₁, r₁ → r₂, r₂ → l.

This is a unitary one-electron evolution. Let l and r₁ be occupied at the start and r₂ be empty. After the cycle r₁ and r₂ are occupied and l is empty, so one electron has gone from left to right.

Now count with blocking factors, admitting a transition only if its final orbital was empty at the start. The move l → r₁ is then forbidden because r₁ was occupied, and the move r₂ → l does not occur because r₂ was empty. The count is zero, which is wrong. The orbital r₁ is vacated by the same evolution that fills it. Different initial orbitals evolve into orthogonal final orbitals, so the Pauli principle is already obeyed.

If there were a single orbital r, the two counts would agree. A 2×2 unitary matrix has equal probabilities p for l → r and r → l, and

p f_l(1 − f_r) − p f_r(1 − f_l) = p(f_l − f_r).

The products of occupations cancel because forward and backward probabilities are equal. A drive can connect one energy on the left with several on the right, and unitarity alone then no longer guarantees that equality.

**The driven wire**

Hartree atomic units are used, with ħ = e = 1. The current counts particles moving from left to right; the electric current has the opposite sign. The electrons are spinless and do not interact. The wire has a finite number of sites and a one-particle Hamiltonian

H(t) = H(t + T) = Σ_k H_k e^(−ikΩt), Ω = 2π/T.

Its end sites, labelled L and R, are coupled to undriven leads. Lead ℓ has states q of energy ε_q and coupling V_q to its end site. For one electron, let ψ_n be the amplitude on wire site n and a_q that in lead state q. The Schrödinger equation reads

i da_q/dt = ε_q a_q + V_q ψ_ℓ,
i dψ_n/dt = Σ_m H_nm(t) ψ_m + δ_nℓ Σ_(q in ℓ) V_q* a_q,

the last term being present for n = L and n = R. The first equation integrates to

a_q(t) = a_q(t₀) e^(−iε_q(t−t₀)) − iV_q ∫ ds e^(−iε_q(t−s)) ψ_ℓ(s), (1)

with t₀ < s < t. Inserting this into the second equation gives

i dψ_n/dt = Σ_m H_nm ψ_m + δ_nℓ [∫ ds S_ℓ(t−s) ψ_ℓ(s) + ξ_ℓ(t)], (2)

S_ℓ(τ) = −iθ(τ) Σ_q |V_q|² e^(−iε_qτ),
ξ_ℓ(t) = Σ_q V_q* e^(−iε_q(t−t₀)) a_q(t₀).

The self-energy S describes escape into a lead and return from it; ξ is the incoming wave. With S(ε) = ∫ dτ e^(iετ) S(τ), the contact width is

Γ_ℓ(ε) = −2 Im S_ℓ(ε) = 2π Σ_q |V_q|² δ(ε − ε_q).

The retarded Green's function G(t,t′) is the response of (2) to a unit source δ(t−t′). Periodicity gives G(t+T,t′+T) = G(t,t′), so that

G(t,ε) = ∫₀^∞ dτ e^(iετ) G(t,t−τ) = Σ_k e^(−ikΩt) G^(k)(ε).

Equivalently, G(t,t′) is the integral over dε/2π of e^(−iε(t−t′)) G(t,ε). On a component e^(−i(ε+kΩ)t), the time derivative gives ε+kΩ and the convolution gives S(ε+kΩ). Comparing equal frequencies,

[ε + kΩ − S(ε+kΩ)] G^(k) − Σ_j H_(k−j) G^(j) = δ_k0. (3)

Here S is diagonal on the wire sites and acts on the end sites. It is assumed that G(t,t′) decays fast enough with t−t′ for initial wire amplitudes and switching transients to be forgotten. An undamped Floquet bound state would violate this.

**First derivation: counting final states**

Let U be the one-electron evolution operator of wire and leads together, over a long time D. Initially the leads are uncorrelated and their states have occupations f_L(ε_q) and f_R(ε_q). For noninteracting electrons the mean occupation of a final orbital p is the sum over initial orbitals j of |U_pj|² n_j. No factor 1 − n_p appears.

The change in the right lead's charge is therefore

ΔN_R = Σ_(p in R) [Σ_(q in L) |U_pq|² f_L(ε_q) + Σ_(q in R) |U_pq|² f_R(ε_q)] − Σ_(q in R) f_R(ε_q) + (wire term).

Each column of U is normalized. For q in R,

Σ_(p in R) |U_pq|² = 1 − Σ_(p in L) |U_pq|² − Σ_(n in wire) |U_nq|².

The 1 cancels the initial charge, leaving

ΔN_R = Σ_(q in L) f_L(ε_q) Σ_(p in R) |U_pq|² − Σ_(q in R) f_R(ε_q) Σ_(p in L) |U_pq|² + B.

B collects what started or ended on the wire. Since rows and columns of U have unit norm, |B| cannot exceed the number of wire sites, and B/D → 0.

The remaining task is the probability of going from q in L, with energy ε, to p in R. The incoming wave is ξ_L(t) = V_q* e^(−iε(t−t₀)). After the transient, the definition of G(t,ε) gives

ψ_R(s) = V_q* e^(−iε(s−t₀)) Σ_k e^(−ikΩs) G_RL^(k)(ε).

Equation (1) with a_p(t₀) = 0 then yields, up to phase factors of modulus one,

|U_pq|² = |V_p|² |V_q|² |Σ_k G_RL^(k)(ε) ∫ ds e^(i(ε_p−ε−kΩ)s)|².

For one k the squared time integral is 4 sin²(xD/2)/x², with x = ε_p−ε−kΩ. Its area over x is 2πD, and it narrows as D grows, so it tends to 2πD δ(x). Terms mixing different k have peaks at different ε_p and grow more slowly than D. The lead continuum must be taken before D → ∞; otherwise reflections from the far ends return. Summing over p replaces 2π Σ_p |V_p|² δ(ε_p−ε−kΩ) by Γ_R(ε+kΩ). Summing over q uses

Σ_q |V_q|² F(ε_q) = ∫ dε Γ_L(ε) F(ε)/2π.

The rate from left to right follows, and exchanging the labels gives the other one:

I = (1/2π) ∫ dε Σ_k [T_RL^(k)(ε) f_L(ε) − T_LR^(k)(ε) f_R(ε)], (4)

T_RL^(k)(ε) = Γ_R(ε+kΩ) Γ_L(ε) |G_RL^(k)(ε)|²,
T_LR^(k)(ε) = Γ_L(ε+kΩ) Γ_R(ε) |G_LR^(k)(ε)|².

The incoming energy is ε, and k counts the absorbed quanta, negative k meaning emission. A sideband outside the final lead's band has zero width there and carries no current.

Generalized parity can be read from the same counting. Let P exchange left and right in the wire and suppose

P H(t+T/2) P = H(t). (5)

Let the contacts also be identical, so that P extends to the leads. Then P U(t+T/2,t₀+T/2) P = U(t,t₀). Each process from left to right has a mirror process from right to left, with the same initial and final energies, starting half a period later. A long-time rate does not depend on the starting phase, hence T_RL^(k) = T_LR^(k). For f_L = f_R the integrand of (4) vanishes.

**Second derivation: the current at the left contact**

In the Heisenberg picture the annihilation operators obey the same linear equations as the amplitudes. Equations (1) and (2) hold with a_q and ψ_n replaced by operators c_q and c_n, and ξ becomes an operator. Thermal, uncorrelated leads give

⟨ξ_ℓ†(t′) ξ_ℓ(t)⟩ = ∫ (dε/2π) Γ_ℓ(ε) f_ℓ(ε) e^(−iε(t−t′)), (6)

and zero between different leads. After the transient,

c_n(t) = Σ_ℓ ∫ ds G_nℓ(t,s) ξ_ℓ(s).

Let b = Σ_(q in L) V_q* c_q. In the derivative of N_L = Σ_q c_q†c_q the terms with ε_q cancel, and

dN_L/dt = i(c_L†b − b†c_L).

The current leaving the left lead is thus −d⟨N_L⟩/dt = 2 Im⟨c_L†b⟩. By (1), b(t) = ξ_L(t) + ∫ ds S_L(t−s) c_L(s), which gives two contributions.

For the first, (6) leads to

⟨c_L†(t) ξ_L(t)⟩ = ∫ (dε/2π) Γ_L f_L G_LL*(t,ε).

Averaging over a period keeps k = 0. Twice the imaginary part is −2 Im G_LL^(0), weighted by Γ_L f_L.

For the second, the correlation function is

⟨c_L†(t) c_L(s)⟩ = Σ_ℓ ∫ (dε/2π) Γ_ℓ f_ℓ G_Lℓ*(t,ε) G_Lℓ(s,ε) e^(iε(t−s)).

The convolution multiplies component k of the last Green's function by S_L(ε+kΩ). The average pairs equal k and leaves Σ_k |G_Lℓ^(k)|² S_L(ε+kΩ). Since 2 Im S_L = −Γ_L,

I = (1/2π) ∫ dε { Γ_L f_L [−2 Im G_LL^(0) − Σ_k Γ_L(ε+kΩ) |G_LL^(k)|²] − f_R Σ_k T_LR^(k) }. (7)

The f_R term already has its final form. The two f_L terms together give the incoming flux minus the reflected flux. They do not have these meanings separately: the term with Im G_LL^(0) comes from interference between the wave reflected directly at the contact and the wave sent back by the wire. To turn their sum into transmission, write (3) as a matrix in sideband and site indices:

M_kj = [ε+kΩ−S(ε+kΩ)] δ_kj − H_(k−j), W = M⁻¹, G^(k) = W_k0.

Because H(t) is Hermitian, H_k† = H_(−k), and the driving part of M is Hermitian. What remains is M − M† = iΓ, with Γ(ε+kΩ) in block k. Therefore

W − W† = W†(M† − M)W = −i W†ΓW.

Multiplying by i and taking the (0,0) block gives the Floquet optical theorem

i[G^(0) − G^(0)†] = Σ_k G^(k)† Γ(ε+kΩ) G^(k).

Its LL element is

−2 Im G_LL^(0) = Σ_k [Γ_L(ε+kΩ) |G_LL^(k)|² + Γ_R(ε+kΩ) |G_RL^(k)|²].

In (7) the terms with |G_LL^(k)|² cancel and Σ_k T_RL^(k) f_L remains. This is (4).

Parity now acts on (3). Fourier transforming (5) gives P H_k P = (−1)^k H_k, since a shift by T/2 multiplies component k by e^(−ikπ). Define X^(k) = (−1)^k P G^(k) P. Multiply (3) by P on both sides and by (−1)^k. Identical contacts leave S unchanged, while the driving term becomes

(−1)^k (−1)^(k−j) H_(k−j) P G^(j) P = H_(k−j) X^(j).

The source is unchanged because it has k = 0. X and G obey the same equation with a unique solution, so X = G and

G_RL^(k)(ε) = (−1)^k G_LR^(k)(ε).

The sign disappears on squaring. Equal widths then give equal transmissions in each sideband.

**What each derivation assumes**

Both use noninteracting electrons, undriven leads with infinite extent, uncorrelated preparation and loss of initial memory. The leads are taken as thermal, but (4) requires only that the initial occupations in each lead depend on energy alone. Neither needs an energy-independent contact width, a weak drive or a slow one.

The counting derivation uses normalization of the full evolution and a long observation time. It measures the charge gained by the right lead and does not need the reflection amplitudes. The operator derivation obtains the period average in the stationary driven state directly, at the left contact. There the optical theorem plays the role that normalization of U played before. The two currents agree on average because the wire can store only a bounded charge.

The parity proofs use the same physical conditions: (5), identical contacts and, for zero current, equal temperatures and chemical potentials. Equal chemical potentials alone are insufficient. Nor does the symmetry remove the instantaneous current. It maps the current entering the wire from the left at t onto that entering from the right at t+T/2, which permits charge to slosh in and out.

**When blocking factors cancel**

Suppose f_L(ε) in (4) were multiplied by 1−f_R(ε+kΩ), and f_R(ε) by 1−f_L(ε+kΩ). The correct current minus this modified one is

(1/2π) ∫ dε Σ_k [T_RL^(k)(ε) f_L(ε) f_R(ε+kΩ) − T_LR^(k)(ε) f_R(ε) f_L(ε+kΩ)].

In the second term replace k by −k and ε by ε+kΩ. The difference becomes

(1/2π) ∫ dε Σ_k [T_RL^(k)(ε) − T_LR^(−k)(ε+kΩ)] f_L(ε) f_R(ε+kΩ). (8)

It compares a process with its reverse.

Without a drive only k = 0 survives. Writing W − W† as W(M†−M)W† gives a second optical theorem, with |G_LR|² in place of |G_RL|². Comparing the two yields T_RL = T_LR, and (8) vanishes. Equation (4) becomes the Landauer formula, I = (1/2π) ∫ dε T(f_L−f_R).

With a drive, (8) also vanishes if H(t) is real and H(−t) = H(t). Every H_k is then real and symmetric, with H_(−k) = H_k, so M and W are symmetric. Hence (W_k0)_RL = (W_0k)_LR. Relabelling the sidebands shows that W_0k(ε) = W_(−k,0)(ε+kΩ), and therefore T_RL^(k)(ε) = T_LR^(−k)(ε+kΩ). This relates different incoming energies, so it does not by itself equate the left and right terms in (4). Time reversal can remove the blocking error without forbidding a pumped current.

A filled band is a second limit. If every orbital of leads and wire is occupied, the density matrix is the identity and stays so under any U. No charge moves, and (4) requires

∫ dε Σ_k [T_RL^(k)(ε) − T_LR^(k)(ε)] = 0

for leads of finite bandwidth. Without parity the integrand need not vanish, so a partly filled band can carry a pumped current.

**A two-site wire**

Let the site energies be +u(t) on the left and −u(t) on the right, with

u(t) = a₁ cos Ωt + a₂ cos(2Ωt+φ).

The site exchange P reverses the sign of u. The first harmonic also changes sign after T/2, so it satisfies (5). The second harmonic does not.

The leads are tight-binding chains with hopping J = 0.05 hartree. Removing the first site of a semi-infinite chain leaves the same chain, so its end-site Green's function obeys g = 1/(ε−J²g). The retarded solution inside the band |ε| < 2J is

g = [ε − i√(4J²−ε²)]/(2J²).

With contact hopping v = 0.03 hartree, S = v²g and Γ = v²√(4J²−ε²)/J². At the band centre Γ = 2v²/J = 2 × 0.0009/0.05 = 0.036 hartree. The hopping in the wire is 0.03 hartree, Ω = 0.06, a₁ = 0.05 and kT = 0.0025 hartree. The chemical potential is μ = −0.03 hartree. These are round model values.

First set a₂ = 0. At ε = μ the transmissions for k = −1, 0, 1, 2 are 0.0182, 0.2240, 0.0548 and 0.0001 in both directions. Other sidebands lie outside the band, from −0.1 to 0.1 hartree. The sum is 0.2970. At zero bias formula (4) gives zero to rounding error.

With μ_L = −0.02 and μ_R = −0.04 hartree the current is 9.78 × 10⁻⁴ atomic units. Taking the summed transmission as constant across this window gives

I ≈ 0.2970 × 0.02/(2π) = 9.45 × 10⁻⁴,

about 3% below the full integral. Equal transmissions restore a Landauer-like difference f_L−f_R, although the scattering is inelastic.

Now set a₂ = 0.03 hartree and φ = π/4. At ε = μ the summed transmission is 0.169 from left to right and 0.340 from right to left. The imbalance is not uniform: for k = −1 the left-to-right value is larger, 0.034 against 0.009. At zero bias the integrated current is −2.277 × 10⁻³ atomic units, or −15.1 μA as a particle current. The minus sign means flow from right to left. With T = 104.72 atomic units, the pumped number per period is

2.277 × 10⁻³ × 104.72 ≈ 0.24.

An independent calculation propagates the density matrix of the wire with 130 sites in each lead and counts the charge leaving the left lead between periods 12 and 22. The fastest lead wave moves 2J = 0.1 site per atomic time unit. A round trip of 260 sites takes 2600 units, longer than 22T ≈ 2304. This calculation contains neither transmissions nor Fermi factors for final states. Its results at zero bias are:

single Fermi functions: −2.2774 × 10⁻³
density-matrix evolution: −2.2772 × 10⁻³
with blocking factors: −1.4888 × 10⁻³

The blocked value is 35% too small in magnitude, relative to the single-function result. For a₂ = 0 the evolution gives 4 × 10⁻¹¹ at zero bias, consistent with the parity zero. That zero alone could not decide about blocking: equal transmissions and equal occupations make the blocked expression vanish too.

The phase φ separates the symmetries. At φ = 0 the drive is even in time, and both expressions give −1.304 × 10⁻³: the blocking terms cancel, yet pumping survives. At φ = 3π/4 the correct formula gives −4.8 × 10⁻⁴ and the blocked one +3.0 × 10⁻⁴, so even the direction is wrong. Changing φ by π and shifting time by T/2 changes u into −u, which mirrors the wire and reverses the zero-bias current. The values at φ = 0 and π show this reversal.

With the bias given above and φ = π/4, the current is −1.385 × 10⁻³, from the lower chemical potential to the higher. The drive supplies the required energy. Finally, for a₂ = 0 but a right contact hopping of 0.02 hartree, the zero-bias current is 3.87 × 10⁻⁴. The wire still satisfies (5), but the complete system does not. The full set of values is in the numerical output.

Values computed for the example and the checks

```
lead hopping: 0.0500 hartree
wire hopping: 0.0300 hartree
contact hopping: 0.0300 hartree
frequency Omega: 0.0600 hartree
amplitude a1: 0.0500 hartree
amplitude a2 (mixed drive): 0.0300 hartree
thermal energy kT: 0.0025 hartree
chemical potential: -0.0300 hartree
mu_L biased: -0.0200 hartree
mu_R biased: -0.0400 hartree
contact width Gamma at band centre: 0.0360 hartree
period: 104.72 atomic units of time
lead sites in evolution, each side: 130
charge counted from period 12 to period 22
parity drive, E = -0.030 hartree: k, T_RL, T_LR (dimensionless)
  -1  0.018156  0.018156
  +0  0.224032  0.224032
  +1  0.054763  0.054763
  +2  0.000060  0.000060
  sum over all k  0.297011  0.297011
mixed drive phi=pi/4, E = -0.030 hartree: k, T_RL, T_LR (dimensionless)
  -1  0.034241  0.008967
  +0  0.105495  0.226293
  +1  0.024590  0.094292
  +2  0.004483  0.010815
  sum over all k  0.168808  0.340367
currents in atomic units:
mixed, zero bias, single Fermi functions: -2.2774e-03
mixed, zero bias, unitary evolution: -2.2772e-03
mixed, zero bias, with blocking factors: -1.4888e-03
mixed, biased, single Fermi functions: -1.3853e-03
mixed, biased, unitary evolution: -1.3850e-03
mixed, biased, with blocking factors: -6.9923e-04
parity, zero bias, Floquet formula: 2.6e-19
parity, zero bias, unitary evolution: 3.9e-11
parity, biased, Floquet formula: 9.7823e-04
parity, biased, unitary evolution: 9.7832e-04
a2 = 0, right contact hopping 0.02 hartree, zero bias: 3.8741e-04
mixed drive, zero bias: phi/pi, single Fermi, with blocking
  0.00  -1.3040e-03  -1.3040e-03
  0.25  -2.2774e-03  -1.4888e-03
  0.50  -1.9205e-03  -8.3484e-04
  0.75  -4.8448e-04  3.0405e-04
  1.00  1.3040e-03  1.3040e-03
mixed, zero bias, phi=pi/4: -15.0845 microampere
mixed, biased, phi=pi/4: -9.1759 microampere
largest relative optical-theorem error: 4.4e-16
```
